# Stable phonon kernels and a logarithmic grid for the SCDFT gap equation, part 2

We solve the gap equation of superconducting density functional theory (SCDFT) with Lüders–Marques (LM) phonon kernels, for $T_c$ and the Kohn–Sham pair potential $\Delta$ (not the spectroscopic gap). Units are $\hbar=k_B=1$, $\beta=1/T$; $\xi$ is measured from the Fermi level. The model has constant density of states $N$ on $|\xi|<L$, Einstein modes of frequency $\Omega$ and coupling $\lambda$, and a constant Coulomb kernel $\mu$:

$$[1+Z(\xi)]\Delta(\xi)=\int_0^L d\xi'\,V(\xi,\xi')\,\frac{\tanh(\beta E'/2)}{E'}\,\Delta(\xi'),\qquad V=-NK,\qquad E=\sqrt{\xi^2+\Delta^2},\tag{1}$$

$$V=\sum_{\text{modes}}\lambda w\,\kappa-\mu,\qquad Z=\sum_{\text{modes}}4\lambda w\int_0^{\beta L/2}\zeta\,dy .$$

Here $x=\beta\xi/2$, $y=\beta\xi'/2$, $w=\beta\Omega/2$. The kernels are linearised in $\Delta$. With $s(u)=\sinh u/u$ and $q(a)=\tanh a\cosh a\tau-\tau\sinh a\tau$,

$$\zeta=\frac{1}{16\sinh w\sinh x\cosh y}\sum_{a=x\pm w}\ \sum_{b=\pm y}\big[s'(b-a)+\tanh a\,s(b-a)\big].\tag{5}$$

$$\kappa=\int_0^1\frac{\sinh x\tau}{\sinh x}\frac{\sinh y\tau}{\sinh y}\frac{\cosh w\tau}{\sinh w}\,d\tau,\qquad\zeta=\int_0^1\frac{\cosh y\tau\,[q(w+x)-q(w-x)]}{8\sinh w\sinh x\cosh y}\,d\tau,\tag{6}$$

$$w\,\kappa(0,0,w)=1-\frac{2\coth w}{w}+\frac{2}{w^2}.\tag{7}$$

For $x,y,w\gg1$, $\zeta\to1/[4(x+y+w)^2]$. For $w\gg1$, each mode gives $Z(0)=\lambda(1-1/w-\Omega/L)+O(\lambda/w^2)+O(\lambda\Omega^2/L^2)$. $Z_{SS}$ is the renormalisation from the Sham–Schlüter condition; $Z$ omits its term in $f'(\xi)$ ($f$ the Fermi function), which for $w\gg1$ is $\lambda x\,\mathrm{sech}^2x/\tanh x$ at leading order. The $\tau_3$ self-energy $s_3$ vanishes in this symmetric band.

The "naive" kernels use Fermi and Bose functions and exponentials; $d$ is the reduced distance from resonance. The stable kernels switch formula at $x,y=0.1$ and, in (5), at $|u|=1$ with $u=b-a$. At large $y$, $\zeta$ loses relative accuracy of order $\epsilon y$, with $\epsilon$ the unit roundoff. For $x<0.1$, $\zeta$ uses $t_\pm=\tanh(w\pm x)$ and moments $M_k$: integrals over $0<\tau<1$ of $\tau^k\cosh y\tau$ times $\cosh w\tau$ (even $k$) or $\sinh w\tau$ (odd $k$), divided by $\sinh w\cosh y$.

## The grid and its error

Take $\xi_i=Le^{-ih}$, $i=0,\dots,n$, with $n=\lceil\ln(L/\xi_{\min})/h\rceil$, and write $\int_0^LF\,d\xi=\int_{-\infty}^U\mathcal G\,du$ with $u=\ln\xi$, $U=\ln L$, $\mathcal G=\xi F$.

At the upper end, Euler–Maclaurin gives $\int=h[\tfrac12\mathcal G_0+\mathcal G_1+\dots]-\frac{h^2}{12}\mathcal G'(U)+\frac{h^4}{720}\mathcal G'''(U)-\dots$. Taylor expansion gives $h\mathcal G'(U)=\tfrac32\mathcal G_0-2\mathcal G_1+\tfrac12\mathcal G_2+\tfrac13h^3\mathcal G'''+\dots$. Substituting, the first three weights become $\tfrac12-\tfrac18=\tfrac38$, $1+\tfrac16=\tfrac76$, $1-\tfrac1{24}=\tfrac{23}{24}$, and the rule exceeds the integral by $(\tfrac1{36}-\tfrac1{720})h^4\mathcal G'''=\tfrac{19}{720}h^4\mathcal G'''(U)$. On $\int_0^{20}dx/(1+x)$ the measured order is 4.03.

At the lower end the infinite sum is continued with $F$ frozen at its last value, $\sum_{k\ge1}h\xi_ne^{-kh}=h\xi_n/(e^h-1)$, and this weight is added to point $n$. Since $F$ is even and smooth, $F(\xi)-F(\xi_n)=O(\xi_n^2)$ and the error is of order $y_n^3$.

The interior error follows from Poisson summation: trapezoid sum minus integral is $\sum_{k\ne0}\int^U\mathcal G\,e^{-ik\varphi(u-U)}du$ with $\varphi=2\pi/h$. If $\mathcal G$ is analytic for $|\mathrm{Im}\,u|<\theta$, the contour can be shifted and the interior part is of order $e^{-2\pi\theta/h}$. Imaginary poles in $y$ lie at $\mathrm{Im}\,u=\pm\pi/2$, which gives $e^{-\pi^2/h}$. For the prototype $\mathcal G=\tanh x$ on $0<x<X$ the error is explicit. For $\mathrm{Re}\,s>0$ and large $X$, writing $\tanh x=1-2/(e^{2x}+1)$ and expanding the geometric series,

$$\int_0^Xx^{s-1}\tanh x\,dx=\frac{X^s}{s}+\mathcal M(s),\qquad\mathcal M(s)=-2^{1-s}\Gamma(s)\eta(s),$$

with $\eta$ the Dirichlet eta function. The left side is analytic for $\mathrm{Re}\,s>-1$, so the identity continues to the imaginary axis. At $s\to0$, $\Gamma=1/s-\gamma_E$, $\eta=\tfrac12+\tfrac s2\ln(\pi/2)$, the poles cancel, and the integral is $\ln(4e^{\gamma_E}X/\pi)$. At $s=-ik\varphi$, multiplied by $X^{-s}$, the terms $1/s$ cancel between $\pm k$. The end corrections $-\tfrac18,\tfrac16,-\tfrac1{24}$ sum to zero where $\tanh=1$. The leading error is $2\,\mathrm{Re}[\mathcal M(-i\varphi)X^{i\varphi}]$, and $|\Gamma(i\varphi)|^2=\pi/(\varphi\sinh\pi\varphi)$ shows the decay $e^{-\pi\varphi/2}=e^{-\pi^2/h}$. For $X=10^4$, $h=1$ the absolute error is $-1.19939\times10^{-5}$ against a predicted $-1.19672\times10^{-5}$; the difference is the omitted $k=\pm2$ term, which the same formula with $\varphi\to2\varphi$ gives as $-2.67\times10^{-8}$, that is $e^{-2\pi^2}$ times a prefactor of about 10.

The law $e^{-\pi^2/h}+O(h^4)$ holds as it stands for the integral that gives $Z$. In the gap integral the factor $\Delta(y)$ contains $1/(1+Z(y))$, and by (5) $Z$ has poles where $\cosh(y-w)=0$, at the angle $\arctan(\pi/2w)$, with residue of order $1/(\sinh w\sinh y)\sim e^{-2w}$. Near such a weak pole $1+Z$ has a zero, so $\Delta$ has a pole of similar strength, and a further error proportional to $e^{-2w}e^{-2\pi\arctan(\pi/2w)/h}$ is expected. Its prefactor is not derived here and can be of order ten for $\lambda\approx1$, and since $\arctan(\pi/2w)<\pi/2$ this term decays more slowly in $1/h$ than $e^{-\pi^2/h}$. This estimate is not tested separately, and other complex zeros of $1+Z$ are not excluded; convergence in $h$ has to be checked on the full problem.

## Solving for $T_c$ and for the gap

Let $\rho_j$ be the weights in $\xi$, $e_j=\beta E_j/2$, $\psi(e)=\tanh e/e$ and $W_j=\rho_j\psi(e_j)/2T>0$. Equation (1) is $(1+Z_i)\Delta_i=\sum_jV_{ij}W_j\Delta_j$. Put $\chi_i=\sqrt{W_i(1+Z_i)}\,\Delta_i$ and $d_i=\sqrt{W_i/(1+Z_i)}$, so that $W\Delta=d\chi$; multiplying the equation by $d_i$ gives $\chi=dVd\,\chi$, a symmetric problem. $T_c$ is the highest temperature at which the largest eigenvalue $\Lambda$, with $E=\xi$, equals 1. The shape is recovered as $Vd\chi/(1+Z)$, which avoids dividing by the small $W_i$ near the Fermi level.

Below $T_c$ the residual is $r=(1+Z)\Delta-VW(\Delta)\Delta$. Since $de/d\Delta=\Delta/(4T^2e)$,

$$J_{ij}=(1+Z_i)\delta_{ij}-V_{ij}\frac{\rho_j}{2T}\Big[\psi+\frac{\psi'}{e}\Big(\frac{\Delta}{2T}\Big)^2\Big]_j .$$

Here $\psi'/e=(e\,\mathrm{sech}^2e-\tanh e)/e^3$ loses $\epsilon/e^2$. From $\psi=1-e^2/3+2e^4/15-17e^6/315+62e^8/2835-\dots$ one gets $\psi'/e=-\tfrac23+\tfrac8{15}e^2-\tfrac{34}{105}e^4+\tfrac{496}{2835}e^6$, used for $e<0.02$. Because $\Delta=0$ also solves (1), the start must have finite amplitude: with the shape of the previous temperature, choose the amplitude $A$ for which $\Lambda$, evaluated with $E=\sqrt{\xi^2+A^2\,\text{shape}^2}$, equals 1.

```
grid(L, xi_min, h):
    xi[i] = L*exp(-i*h);  c[i] = h
    c[0..2] *= (3/8, 7/6, 23/24);  c[n] += h/expm1(h)
    rho = c*xi
kernels(T):
    x = xi/(2T);  V = -mu;  Z = 0
    for each mode (Omega, lam):  w = Omega/(2T)
        V += lam*w*kappa(x, x, w)             # blocks by x, y < 0.1
        Z += 4*lam*w*zeta(x, x, w) @ rho/(2T) # blocks by x < 0.1, |u| < 1
Lambda(T, D):
    W = rho*psi(sqrt(xi^2+D^2)/(2T))/(2T);  d = sqrt(W/(1+Z))
    return top eigenpair of d V d;  shape = V d chi/(1+Z), scaled to 1 at xi[n]
Tc = bracketed root of Lambda(T, 0) - 1
for T descending from Tc:
    kernels(T) once
    D = A*shape with Lambda(T, A*shape) = 1
    repeat  D -= solve(J, r)  until max|step| < 1e-12*max|D|
    shape = D/D[n]
```

The direct blocks cost four exponential terms per entry, $O(n^2)$ per mode and temperature. The small-argument blocks need moments only on one-dimensional arrays, followed by products with five-row matrices. Each eigenproblem or Newton step costs $O(n^3)$. With $n$ near 100 this is small, whereas a uniform grid of spacing $T_c$ would need $L/T_c=10^4/0.676\approx1.5\times10^4$ points in the example below.

Plain iteration, $\Delta\leftarrow VW\Delta/(1+Z)$, has the Jacobian $(1+Z)^{-1}VW'$, with $W'_j$ the last factors of $J$. As $\psi'<0$ and $\Delta^2\le E^2$, the bracket is at least $\psi+e\psi'=\mathrm{sech}^2e>0$, so the Jacobian is similar to a symmetric matrix and has real eigenvalues. A trial function constant on $\xi_1<\xi<L$, with $\xi_1\gg\Omega,T,\Delta$ so that $Z$ and the phonon kernel are small, has Rayleigh quotient near $-\mu\ln(L/\xi_1)$, an upper bound on the lowest eigenvalue $\Lambda_-$. Once this passes $-1$ the fixed point is unstable. Mixing with a fraction $\alpha$ maps $\Lambda_-$ to $1-\alpha(1-\Lambda_-)$, which is stable for $\alpha<2/(1-\Lambda_-)$, but the largest eigenvalue tends to 1 as $T\to T_c$ and convergence stalls there.

The solver is tested in the BCS limit $Z=0$ with constant $V$. The integral above with $X=L/2T_c$ gives $T_c=(2e^{\gamma_E}/\pi)Le^{-1/V}$, and at $T\to0$, $1=V\,\mathrm{arsinh}(L/\Delta)$. For $V=0.2$, $L=100$ meV the grid gives $T_c=0.7639928$ meV and $\Delta=1.3476506$ meV, asserted to match these formulas within $10^{-8}$ and $10^{-6}$ relative.

## Worked example

The parameters are round model values: $\Omega=8$ and 30 meV with $\lambda=0.4$ and 0.6, $\mu=0.3$, $L=10^4$ meV, $\xi_{\min}=10^{-4}$ meV. For $h=0.2$, $\ln(10^8)/0.2=92.1$, so $n=93$, there are 94 points, and the lowest is $8.36\times10^{-5}$ meV. The reference uses (6) by quadrature in $\tau$ and 180 Gauss–Legendre points in energy; it shares the assembly of $V$ and $Z$ from the kernels (the prefactors $\lambda w$ and $4\lambda w$) and the eigenvalue and residual routines, so it checks the kernels and the grid but not those parts, and gives $T_c=0.67577111$ meV. These digits measure the solver, not a material.

| $h$ | points | $T_c$ (meV) | deviation relative to reference |
|---|---|---|---|
| 1.0 | 20 | 0.67571958 | $-7.6\times10^{-5}$ |
| 0.5 | 38 | 0.67578146 | $1.5\times10^{-5}$ |
| 0.2 | 94 | 0.67577132 | $3.2\times10^{-7}$ |
| 0.1 | 186 | 0.67577112 | $1.7\times10^{-8}$ |

The ratios are $1.5\times10^{-5}/3.2\times10^{-7}\approx47$ and $3.2\times10^{-7}/1.7\times10^{-8}\approx19$, against $2.5^4=39$ and $2^4=16$. This is compatible with the end-point term dominating for $h\le0.5$, so the exponential law is not what limits the accuracy here. The program asserts only the agreement at $h=0.2$ and $0.1$ (within $10^{-5}$ and $10^{-6}$), and the last row may include the error of the reference.

The result is $T_c=0.676$ meV $=7.84$ K, where $w=5.919$ and $22.197$. Equation (7), with $\coth w\approx1$, gives $0.4(1-0.33790+0.05709)+0.6(1-0.09010+0.00406)=0.28768+0.54837=0.83605$, and the printed phonon part of $NK(0,0)$ is $-0.83605$. It falls short of $-\sum\lambda=-1$ through the terms $2/w$, partly offset by $2/w^2$, and mostly from the soft mode. For $Z(0)$ the estimate is $0.4(1-1/5.919)+0.6(1-1/22.197)-(3.2+18)/10^4=0.3324+0.5730-0.0021=0.9033$ against 0.90885; the difference of 0.006 is within the neglected order $0.4/5.919^2=0.011$. At $T=0.2T_c$, where each $w$ is five times larger, the estimate $0.3865+0.5946-0.0021=0.9790$ is close to the printed 0.97934. At the band edge the asymptotic $\zeta$ integrates to $w[1/(x+w)-1/(2x+w)]\approx\Omega/2L$ per unit $\lambda$, and $21.2/(2\times10^4)=0.00106$ is the printed $Z(L)$.

With $Z_{SS}$ in place of $Z$, $T_c$ drops to 0.480 meV $=5.57$ K, a ratio of $0.48024/0.67577=0.71$. The direction follows from the Rayleigh quotient $(W\Delta)^TV(W\Delta)/\Delta^TW(1+Z)\Delta$, whose positive maximum falls when a positive term is added to $Z$. The choice of functional thus changes $T_c$ by 29% of the LM value in this model, far more than any numerical error above.

The naive $\kappa$ matrix at $T_c$ is non-finite in a share 0.311 of its entries. Double precision overflows at an exponent near 710, and the exponential form contains $e^{\beta(\xi+\Omega)}$, so for the 30 meV mode used in this count overflow starts at $\xi\approx710\times0.676-30=450$ meV. Since $\ln(10^4/450)/0.2=15.5$, and the kernel treats $\xi$ and $\xi'$ alike, the 16 points $i=0,\dots,15$ are affected in rows and columns: $1-(78/94)^2=0.311$.

Below $T_c$, $\Delta(0)$ is 0.69758, 1.10099, 1.27689, 1.34339 and 1.35658 meV at $T/T_c=0.9$, 0.7, 0.5, 0.3 and 0.2, reached in 3 or 4 Newton steps. A general-purpose root finder on the reference grid differs in the printed digits only at 0.7, where it gives 1.10098. At $0.2T_c$ the gap is largest at the Fermi level, changes sign near 100 meV and reaches $-0.68338$ meV at the band edge, where the phonon kernel has decayed and $-\mu$ remains; at $T_c$ the ratio $\Delta(L)/\Delta(0)$ is $-0.534$. The ratio $2\times1.35658/0.67577=4.01$ exceeds the BCS check value $2\times1.34765/0.76399=3.53$, but it refers to the Kohn–Sham potential and is not a prediction for tunnelling. At $0.5T_c$ plain iteration has $\Lambda_-=-1.7556$, and a kick of $10^{-8}$ meV leaves the iterate $6.6\times10^2$ meV from the solution after 100 steps; stability would need $\alpha<2/2.7556=0.73$. The program and its output follow this note.

## Failure modes

- Soft modes. For $w\ll1$ and $y>w$ the odd moments $M_k$ subtract two nearly equal numbers, a loss of order $\epsilon/w$. This looks dangerous but is harmless for the rounding error: they enter $\zeta$ multiplied by $t_++t_-\propto w$, while the leading term grows as $1/w$, so no separate series in $w$ is needed. A test that looks at the moments alone would raise a false alarm. The program's tests of the kernels reach down to $w=0.3$.
- Structured density of states. A kink or van Hove point in $N(\xi)$ removes the analytic strip and leaves algebraic convergence; the integral must then be split at the feature. An asymmetric $N$ also needs a grid on each side of the Fermi level, and $s_3$ no longer vanishes, so dropping it becomes a further approximation.
- Lower cut-off. The error $y_n^3$ requires $\xi_{\min}\ll T$ at the lowest temperature of the run.
- Very low temperature. The tail loss $\epsilon y$ in $\zeta$ grows as $L/T$, and the linearised kernels do not see the gap, so (1) is least controlled where $\Delta\gg T$.
- Root finding. A bracket for $T_c$ finds one crossing of $\Lambda=1$; monotonic $\Lambda(T)$ is not proved here, so the highest crossing must be confirmed by a scan when the kernel is unusual. Nor does $\Lambda$ decay for $\Omega\ll T\ll L$: as $w\to0$ both $w\kappa$ and $w\zeta$ stay finite (by (7), $w\kappa(0,0,w)\to\tfrac13$), so $\Lambda$ tends to a plateau set by $\lambda$. For one mode and $\mu=0$ it is about 0.35 at $\lambda=1$, 0.96 at $\lambda=10$ and 1.28 at $\lambda=30$, so for very strongly coupled soft modes this functional has no crossing on the phonon scale and its $T_c$ is not meaningful. As $T\to T_c$ the Jacobian $J$ becomes singular along the critical mode, and the Newton tolerance must allow for the loss of digits in the amplitude.

## Calculated quantities

```
max rel. deviation from Matsubara sums: 4.2e-09
600 points vs 160 digits: max rel. err kappa 3.0e-14, zeta 1.5e-12
d=1e-03 kappa(d,2d,1.5) rel.err naive 2.8e-11 stable 2.2e-16
d=1e-03 zeta(.7,2.2+d,1.5) rel.err naive 4.1e-11 stable 3.3e-16
d=1e-05 kappa(d,2d,1.5) rel.err naive 1.8e-06 stable 0.0e+00
d=1e-05 zeta(.7,2.2+d,1.5) rel.err naive 9.6e-07 stable 1.1e-16
d=1e-07 kappa(d,2d,1.5) rel.err naive 2.1e-02 stable 2.2e-16
d=1e-07 zeta(.7,2.2+d,1.5) rel.err naive 2.8e-03 stable 2.2e-16
int tanh(x)/x to 1e4, h=1: error -1.19939e-05, predicted -1.19672e-05
end-point order on int dx/(1+x) to 20: 4.03
w=500 wide band: Z(0)/lam = 0.99800, Z_SS(x=1e-3)/lam = 1.99722
BCS check (V=0.2, cut-off 100 meV): Tc 0.7639928 meV, gap 1.3476506 meV
mode: Omega 8 meV, lambda 0.4
mode: Omega 30 meV, lambda 0.6
mu 0.3, L 10000 meV, xi_min 1e-04 meV
reference Tc (180 Gauss points): 0.67577111 meV
h=1.0: 20 points, Tc 0.67571958 meV, rel. dev. -7.6e-05
h=0.5: 38 points, Tc 0.67578146 meV, rel. dev. 1.5e-05
h=0.2: 94 points, Tc 0.67577132 meV, rel. dev. 3.2e-07
h=0.1: 186 points, Tc 0.67577112 meV, rel. dev. 1.7e-08
Tc = 0.67577 meV = 7.842 K; w = 5.919, 22.197
at Tc: Z(0) 0.90885, phonon N K(0,0) -0.83605, Z(L) 0.00106
at Tc: D(L)/D(0) = -0.53426
Tc with Z_SS: 0.48024 meV = 5.573 K
non-finite share of naive kappa matrix at Tc: 0.311
T/Tc=0.9: D(0) 0.69758 (ref 0.69758), D(L) -0.36959 meV, Newton steps 4
T/Tc=0.7: D(0) 1.10099 (ref 1.10098), D(L) -0.57388 meV, Newton steps 4
T/Tc=0.5: D(0) 1.27689 (ref 1.27689), D(L) -0.65555 meV, Newton steps 4
  plain iteration: lowest eigenvalue -1.7556, 1e-8 kick -> 6.63e+02 meV
T/Tc=0.3: D(0) 1.34339 (ref 1.34339), D(L) -0.68061 meV, Newton steps 4
T/Tc=0.2: D(0) 1.35658 (ref 1.35658), D(L) -0.68338 meV, Newton steps 3
T/Tc=0.2: 2D(0)/Tc = 4.0149, Z(0) = 0.97934
T/Tc=0.2: max D = 1.35658 meV at grid point xi = 8.36e-05 meV
T/Tc=0.2: sign change near xi = 100 meV
```
